# Negative-energy states and the Thomson amplitude of a Dirac electron: test program

```python
"""Thomson scattering from the linear Dirac coupling.

Result under test: for an electron at rest, with both photons in the radiation
gauge, negative-energy intermediate states give eps_out^* . eps_in / c^2, the
matrix element of A^2/(2 c^2); positive-energy states give only O(omega/c^4).
Gaussian atomic units: h(p) = c alpha.p + beta c^2, V = alpha.A - phi.
omega: incoming photon energy; theta: scattering angle; lam: gauge shift.
An amplitude is a 2x2 matrix (final spin, initial spin) and is a length.
"""
from functools import reduce
import numpy as np
from scipy import constants as const

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
c = 1 / const.fine_structure
rest = c**2
radius = 1 / c**2

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
alpha = np.array([np.kron(sigma[0], s) for s in sigma])
beta = np.diag([1, 1, -1, -1]).astype(complex)


def dot(vector, matrices):
    return np.tensordot(vector, matrices, axes=1)


def hamiltonian(p):
    return c * dot(p, alpha) + rest * beta


def energy(p):
    return np.sqrt(rest**2 + c**2 * np.dot(p, p))


def positive_spinors(p):
    """Normalized positive-energy spinors that reduce to spin up, down."""
    columns = (hamiltonian(p) + energy(p) * np.eye(4))[:, :2]
    return columns / np.linalg.norm(columns, axis=0)


def kinematics(omega, theta):
    omega_out = omega / (1 + omega * (1 - np.cos(theta)) / rest)
    n_in = np.array([0.0, 0.0, 1.0])
    n_out = np.array([np.sin(theta), 0.0, np.cos(theta)])
    return omega_out, n_in, n_out, omega / c * n_in, omega_out / c * n_out


def shares(omega, theta, eps_in, eps_out, lam=0.0):
    """Amplitudes [time order, sign] and denominators [time order, sign].

    Time order 0: absorption first; 1: emission first.
    Sign 0: negative-energy intermediate states; 1: positive-energy ones.
    """
    omega_out, n_in, _, k_in, k_out = kinematics(omega, theta)
    v_in = dot(eps_in + lam * n_in, alpha) - lam * np.eye(4)
    v_out = dot(np.conj(eps_out), alpha)
    start = positive_spinors(np.zeros(3))
    final = positive_spinors(k_in - k_out)
    result = np.zeros((2, 2, 2, 2), dtype=complex)
    denominators = np.zeros((2, 2))
    orders = [(k_in, v_in, v_out, rest + omega),
              (-k_out, v_out, v_in, rest - omega_out)]
    for order, (p, first, second, available) in enumerate(orders):
        levels, states = np.linalg.eigh(hamiltonian(p))
        for level, state in zip(levels, states.T):
            sign = int(level > 0)
            left = final.conj().T @ second @ state
            right = state.conj() @ first @ start
            denominators[order, sign] = available - level
            result[order, sign] += np.outer(left, right) / (available - level)
    return result, denominators


def half_trace(matrix):
    return np.trace(matrix).real / 2


def size(matrix):
    return np.linalg.norm(matrix, 2)


def cross_section(matrix, omega, theta):
    omega_out, _, _, k_in, k_out = kinematics(omega, theta)
    factor = (omega_out / omega)**2 * energy(k_in - k_out) / rest
    return factor * np.sum(abs(matrix)**2) / 2


theta = np.pi / 3
x_axis, y_axis = np.eye(3)[:2]
in_plane = np.array([np.cos(theta), 0.0, -np.sin(theta)])
omega = 1000 / HARTREE

# First-order formulas for both shares, with elliptical polarizations.
eps_a = 0.8 * x_axis + 0.6j * y_axis
eps_b = 0.6 * in_plane + 0.8 * np.exp(0.7j) * y_axis


def first_order_shares(w):
    _, n_in, n_out, _, _ = kinematics(w, theta)
    out = np.conj(eps_b)
    b_in, b_out = np.cross(n_in, eps_a), np.cross(n_out, out)
    negative = (np.dot(out, eps_a) * np.eye(2) / c**2
                - 1j * w / (2 * c**4) * dot(np.cross(out, eps_a), sigma))
    vector = (np.dot(n_in, out) * b_in - np.dot(n_out, eps_a) * b_out
              + np.cross(b_out, b_in))
    return negative, 1j * w / (2 * c**4) * dot(vector, sigma)


remainders = []
for w in (omega, omega / 2):
    computed = shares(w, theta, eps_a, eps_b)[0].sum(axis=0)
    predicted = first_order_shares(w)
    remainders.append([size(computed[s] - predicted[s]) for s in (0, 1)])
remainders = np.array(remainders)
assert np.all(remainders[0] < 5 * (omega / rest)**2 * radius)
remainder_ratio = remainders[0] / remainders[1]
assert np.all(abs(remainder_ratio - 4) < 0.1)  # remainder is quadratic

# Uniform static vector potential: upward shift of the rest level.
potential = 0.01 * rest
static_levels = np.linalg.eigvalsh(potential * alpha[0] + rest * beta)
static_shift = static_levels[-1] - rest
static_formula = potential**2 / (2 * c**2)
assert abs(static_shift / static_formula - 1) < 1e-4  # quartic term remains

# Filled negative-energy sea, treated as a many-electron problem.
omega_out, n_in, n_out, k_in, k_out = kinematics(omega, theta)
momenta = [np.zeros(3), k_in - k_out, k_in, -k_out]
blocks = [positive_spinors(momenta[0]), positive_spinors(momenta[1])]
blocks += [np.linalg.eigh(hamiltonian(p))[1][:, :2] for p in momenta[2:]]
orbitals = np.hstack(blocks)
mode_energy = np.repeat([rest, energy(momenta[1]), -energy(k_in),
                         -energy(k_out)], 2)
lower, parity = np.array([[0, 1], [0, 0]]), np.diag([1, -1])
annihilate = [reduce(np.kron, [parity] * j + [lower] + [np.eye(2)] * (7 - j))
              for j in range(8)]


def many_body(vertex, transfers):
    """Second-quantized vertex; transfers lists (to block, from block)."""
    elements = orbitals.conj().T @ vertex @ orbitals
    total = np.zeros((256, 256), dtype=complex)
    for target, source in transfers:
        for a in (2 * target, 2 * target + 1):
            for b in (2 * source, 2 * source + 1):
                total += elements[a, b] * annihilate[a].T @ annihilate[b]
    return total


# Momentum conservation selects the transfers for absorption and emission.
absorb = many_body(dot(x_axis, alpha), [(2, 0), (1, 3)])
emit = many_body(dot(in_plane, alpha), [(3, 0), (1, 2)])
fock_energy = sum(e * np.diag(a.T @ a) for e, a in zip(mode_energy, annihilate))
sea = np.eye(256)[0]
for j in range(4, 8):
    sea = annihilate[j].T @ sea
start_energy = rest + mode_energy[4:].sum()
sea_amplitude = np.zeros((2, 2, 2), dtype=complex)
for s in (0, 1):
    initial = annihilate[s].T @ sea
    via_absorb = absorb @ initial / (start_energy + omega - fock_energy)
    via_emit = emit @ initial / (start_energy - omega_out - fock_energy)
    for f in (0, 1):
        final_state = annihilate[2 + f].T @ sea
        sea_amplitude[0, f, s] = final_state @ emit @ via_absorb
        sea_amplitude[1, f, s] = final_state @ absorb @ via_emit

parts, gaps = shares(omega, theta, x_axis, in_plane)
negative, positive = parts.sum(axis=0)
total = negative + positive
# Filling the sea swaps the time orders and keeps each value.
assert np.allclose(sea_amplitude[0], parts[1, 0], rtol=0, atol=1e-8 * radius)
assert np.allclose(sea_amplitude[1], parts[0, 0], rtol=0, atol=1e-8 * radius)
sea_gap = omega + mode_energy[6] - mode_energy[2]
assert abs(sea_gap + gaps[1, 0]) < 1e-8 * rest

# Gauge shift of the incoming photon: fixed total, movable split.
lam_zero = 1 / np.tan(theta)
for lam in (lam_zero, 1.3):
    moved = shares(omega, theta, x_axis, in_plane, lam)[0].sum(axis=0)
    assert np.allclose(moved.sum(axis=0), total, rtol=0, atol=1e-8 * radius)
    leading = np.dot(x_axis + lam * n_in, in_plane) / c**2
    assert abs(half_trace(moved[0]) - leading) < 5 * omega / rest * radius
gauge_parts = shares(omega, theta, x_axis, in_plane, lam_zero)[0].sum(axis=0)

# Polarized Klein-Nishina formula as a check of the full amplitude.
for photon_ev in (1000, 100000, 500000):
    w = photon_ev / HARTREE
    w_out = kinematics(w, theta)[0]
    for eps_out in (in_plane, y_axis, 0.6 * in_plane + 0.8 * y_axis):
        amplitude = shares(w, theta, x_axis, eps_out)[0].sum(axis=(0, 1))
        klein_nishina = radius**2 / 4 * (w_out / w)**2 * (
            w / w_out + w_out / w - 2 + 4 * np.dot(x_axis, eps_out)**2)
        assert np.isclose(cross_section(amplitude, w, theta), klein_nishina,
                          rtol=1e-8, atol=1e-12 * radius**2)

thomson = np.dot(x_axis, in_plane) * radius
assert abs(half_trace(negative) / thomson - 1) < 1e-4
radius_si = const.physical_constants["classical electron radius"][0] * 1e10
assert abs(radius * BOHR / radius_si - 1) < 1e-8

print(f"rest energy c^2 = {rest * HARTREE:.3f} eV")
print(f"classical electron radius 1/c^2 = {radius * BOHR:.7e} angstrom")
print(f"same radius in atomic units = {radius:.7e} bohr")
print(f"scattering angle = {np.degrees(theta):.1f} degrees")
print(f"polarization product = {np.dot(x_axis, in_plane):.4f} (no unit)")
print(f"Thomson amplitude = {thomson * BOHR:.7e} angstrom")
print(f"incoming photon = {omega * HARTREE:.3f} eV")
print(f"outgoing photon = {omega_out * HARTREE:.3f} eV")
for order, name in enumerate(("absorb first", "emit first")):
    print(f"{name}: negative-state denominator = "
          f"{gaps[order, 0] * HARTREE:.3f} eV")
    print(f"{name}: positive-state denominator = "
          f"{gaps[order, 1] * HARTREE:.3f} eV")
    print(f"{name}: negative-state half-trace = "
          f"{half_trace(parts[order, 0]) * BOHR:.7e} angstrom")
print(f"filled sea, absorb first: denominator = {sea_gap * HARTREE:.3f} eV")
print(f"filled sea, absorb first: half-trace = "
      f"{half_trace(sea_amplitude[0]) * BOHR:.7e} angstrom")
print(f"filled sea, emit first: half-trace = "
      f"{half_trace(sea_amplitude[1]) * BOHR:.7e} angstrom")
print("table: half-trace of negative share, largest singular value of positive")
for photon_ev in (10, 1000, 100000):
    w = photon_ev / HARTREE
    neg, pos = shares(w, theta, x_axis, in_plane)[0].sum(axis=0)
    print(f"{photon_ev} eV: negative = {half_trace(neg) * BOHR:.6e} angstrom, "
          f"positive = {size(pos) * BOHR:.6e} angstrom")
print(f"1000 eV: first-order positive size = "
      f"{omega * np.sin(theta) / c**4 * BOHR:.6e} angstrom")
print(f"remainder ratio on halving photon energy: negative = "
      f"{remainder_ratio[0]:.4f}, positive = {remainder_ratio[1]:.4f}")
area = BOHR**2
print(f"1000 eV: full cross section = "
      f"{cross_section(total, omega, theta) * area:.6e} angstrom^2/sr")
print(f"1000 eV: positive states only = "
      f"{cross_section(positive, omega, theta) * area:.6e} angstrom^2/sr")
print(f"Thomson cross section = {thomson**2 * area:.6e} angstrom^2/sr")
print(f"static potential energy scale A = {potential * HARTREE:.3f} eV")
print(f"static level shift = {static_shift * HARTREE:.5f} eV")
print(f"static A^2/(2 c^2) = {static_formula * HARTREE:.5f} eV")
print(f"gauge shift lam = {lam_zero:.6f} (no unit)")
print(f"shifted gauge: negative half-trace = "
      f"{half_trace(gauge_parts[0]) * BOHR:.6e} angstrom")
print(f"shifted gauge: positive half-trace = "
      f"{half_trace(gauge_parts[1]) * BOHR:.6e} angstrom")
print(f"either gauge: total half-trace = {half_trace(total) * BOHR:.6e} angstrom")
print("tests ok")
```

Running it gives:

```
rest energy c^2 = 510998.951 eV
classical electron radius 1/c^2 = 2.8179403e-05 angstrom
same radius in atomic units = 5.3251354e-05 bohr
scattering angle = 60.0 degrees
polarization product = 0.5000 (no unit)
Thomson amplitude = 1.4089702e-05 angstrom
incoming photon = 1000.000 eV
outgoing photon = 999.022 eV
absorb first: negative-state denominator = 1022998.880 eV
absorb first: positive-state denominator = 999.022 eV
absorb first: negative-state half-trace = 7.0379408e-06 angstrom
emit first: negative-state denominator = 1020999.855 eV
emit first: positive-state denominator = -999.999 eV
emit first: negative-state half-trace = 7.0517204e-06 angstrom
filled sea, absorb first: denominator = -1020999.855 eV
filled sea, absorb first: half-trace = 7.0517204e-06 angstrom
filled sea, emit first: half-trace = 7.0379408e-06 angstrom
table: half-trace of negative share, largest singular value of positive
10 eV: negative = 1.408970e-05 angstrom, positive = 4.775736e-10 angstrom
1000 eV: negative = 1.408966e-05 angstrom, positive = 4.773418e-08 angstrom
100000 eV: negative = 1.373211e-05 angstrom, positive = 4.504729e-06 angstrom
1000 eV: first-order positive size = 4.775759e-08 angstrom
remainder ratio on halving photon energy: negative = 3.9992, positive = 4.0011
1000 eV: full cross section = 1.981320e-10 angstrom^2/sr
1000 eV: positive states only = 2.274104e-15 angstrom^2/sr
Thomson cross section = 1.985197e-10 angstrom^2/sr
static potential energy scale A = 5109.990 eV
static level shift = 25.54931 eV
static A^2/(2 c^2) = 25.54995 eV
gauge shift lam = 0.577350 (no unit)
shifted gauge: negative half-trace = 1.320568e-14 angstrom
shifted gauge: positive half-trace = 1.408967e-05 angstrom
either gauge: total half-trace = 1.408967e-05 angstrom
tests ok
```
